# Symmetrizing the PAW Occupancy Matrix from Irreducible k-Points

## What goes wrong without symmetrization

Take a crystal with three equivalent atoms, related to one another by screw rotations. Its PAW occupancy matrices are summed over irreducible k-points, each weighted by the number of mesh points it represents. In the model treated below, with one particular choice of irreducible points, the $zz$ elements of the $p$ shell come out as 0.905, 0.895 and 0.886 on the three atoms, although symmetry requires them to be equal. On atom 1 the $xz$ element is 0.009, although symmetry requires it to vanish.

The weights are correct. They count the omitted k-points, but they do not rotate the orbitals or exchange the atoms as the symmetry operations do. The on-site densities and potentials of the PAW method are built from the occupancy matrix, so a wrong matrix gives them a symmetry lower than that of the crystal. The cure is an average over the space group.

## Definitions and assumptions

The projectors on atom $a$, at position $\mathbf R_a$ in the cell, are

$$p^a_i(\mathbf r)=p_{nl}(|\mathbf r-\mathbf R_a|)\,Y_{lm}(\mathbf r-\mathbf R_a),\qquad i=(n,l,m),$$

with real radial functions and real harmonics $Y_{lm}$, which depend on the direction of their argument. Equivalent atoms have the same radial functions. With $P^a_i(\psi)=\langle p^a_i|\psi\rangle$, one k-point contributes

$$\rho^a_{ij}(\mathbf k)=\sum_n f_{n\mathbf k}\,P^a_i(\psi_{n\mathbf k})^*\,P^a_j(\psi_{n\mathbf k}),$$

where $\psi_{n\mathbf k}$ is the pseudo wavefunction and $f_{n\mathbf k}$ its occupation. The matrix wanted is the average over all $N_k$ mesh points, $\rho^a=N_k^{-1}\sum_{\mathbf k}\rho^a(\mathbf k)$.

A space-group operation $g=\{S|\boldsymbol\tau\}$ moves points by $g\mathbf r=S\mathbf r+\boldsymbol\tau$, with $S$ orthogonal, and acts on functions by

$$(gf)(\mathbf r)=f(g^{-1}\mathbf r)=f\big(S^{-1}(\mathbf r-\boldsymbol\tau)\big).$$

Let $G$ contain one representative of each operation modulo lattice translations, $N_G$ in all. The derivation assumes the following.

- The PAW Hamiltonian $H$ and overlap operator $O$ commute with every $g$. In a self-consistent calculation this is maintained by starting from a symmetric density and symmetrizing at each iteration.
- The mesh is mapped onto itself by every $S$ and by $\mathbf k\to-\mathbf k$, up to reciprocal lattice vectors.
- Occupations depend on the energy alone, so degenerate states are equally filled.
- $H$ and $O$ are real in position space. The states are scalar functions, not spinors. Spin-orbit coupling, noncollinear magnetism and a magnetic vector potential are therefore left out. In a collinear magnet the result holds for each spin channel, provided that $G$ preserves each spin density.

## Rotation matrices of real harmonics

The function $r^lY_{lm}$ is a homogeneous polynomial of degree $l$ that satisfies Laplace's equation. A rotation or reflection preserves both properties, so the rotated function is a combination of harmonics with the same $l$:

$$Y_{lm}(S^{-1}\mathbf r)=\sum_{m'}D^l_{m'm}(S)\,Y_{lm'}(\mathbf r).\tag{1}$$

Multiplying by $Y_{lm'}$ and integrating over angles gives

$$D^l_{m'm}(S)=\int Y_{lm'}(\mathbf r)\,Y_{lm}(S^{-1}\mathbf r)\,d\Omega ,$$

which is real. It is also orthogonal. The rotated harmonics are still orthonormal, because $S$ preserves the measure on the sphere, and inserting (1) twice gives $\sum_{m'}D^l_{m'm}D^l_{m'm''}=\delta_{mm''}$.

For a product of operations, (1) is applied first with $S_2$ and then with $S_1$:

$$Y_{lm}(S_2^{-1}S_1^{-1}\mathbf r)=\sum_{m'}D^l_{m'm}(S_2)Y_{lm'}(S_1^{-1}\mathbf r)
=\sum_{m''}\Big[\sum_{m'}D^l_{m''m'}(S_1)D^l_{m'm}(S_2)\Big]Y_{lm''}(\mathbf r).$$

Hence $D^l(S_1S_2)=D^l(S_1)D^l(S_2)$. Since $Y_{lm}(-\mathbf r)=(-1)^lY_{lm}(\mathbf r)$, improper operations follow from $D^l(-S)=(-1)^lD^l(S)$.

For $l=1$ the harmonics are $\sqrt{3/4\pi}\,r_c/r$ with $c=x,y,z$. Because $S^{-1}=S^T$,

$$(S^{-1}\mathbf r)_c=\sum_{c'}S_{c'c}\,r_{c'}\quad\Longrightarrow\quad D^1_{c'c}(S)=S_{c'c}.\tag{2}$$

In Cartesian order the rotation matrix of the $p$ shell is $S$ itself. In the order $m=-1,0,1$, which is $y,z,x$, the rows and columns of $S$ are reordered accordingly.

Below, $D$ without a superscript is the matrix over the full index $i$. It has a block $D^l$ for each channel $(n,l)$ and zeros between different channels.

## Permutation of the atoms

The operation $g$ carries atom $a$ to an equivalent atom, possibly in another cell:

$$S\mathbf R_a+\boldsymbol\tau=\mathbf R_{ga}+\mathbf T .$$

Here $ga$ labels the atom in the home cell and $\mathbf T$ is a lattice vector that depends on $g$ and $a$. The argument of the transformed projector is then

$$S^{-1}(\mathbf r-\boldsymbol\tau)-\mathbf R_a=S^{-1}(\mathbf r-\boldsymbol\tau-S\mathbf R_a)=S^{-1}(\mathbf r-\mathbf R_{ga}-\mathbf T).$$

Its length is $|\mathbf r-\mathbf R_{ga}-\mathbf T|$, so the radial part is unchanged, and (1) handles the angular part:

$$g\,p^a_i=\sum_{i'}D_{i'i}\,p^{ga,\mathbf T}_{i'},\qquad p^{b,\mathbf T}_{i}(\mathbf r)=p^b_{i}(\mathbf r-\mathbf T).$$

Multiplying by $D_{ji}$, summing over $i$ and using $DD^T=1$ inverts this relation:

$$p^{ga,\mathbf T}_j=\sum_iD_{ji}\,g\,p^a_i.\tag{3}$$

## From k to Sk

Let $\psi$ be an eigenstate at $\mathbf k$. For any lattice vector $\mathbf T$, $S^{-1}\mathbf T$ is also a lattice vector, and Bloch's theorem gives

$$(g\psi)(\mathbf r+\mathbf T)=\psi(g^{-1}\mathbf r+S^{-1}\mathbf T)=e^{i\mathbf k\cdot S^{-1}\mathbf T}(g\psi)(\mathbf r)=e^{iS\mathbf k\cdot\mathbf T}(g\psi)(\mathbf r).\tag{4}$$

So $g\psi$ has wavevector $S\mathbf k$. As $g$ commutes with $H$ and $O$, it has the same energy and the same normalization $\langle\psi|O|\psi\rangle=1$.

The projection of $g\psi$ on the shifted projector can be evaluated in two ways. Equation (3) and the unitarity of $g$, $\langle gp|g\psi\rangle=\langle p|\psi\rangle$, give

$$\langle p^{ga,\mathbf T}_j|g\psi\rangle=\sum_iD_{ji}P^a_i(\psi).$$

Shifting the integration variable by $\mathbf T$ and using (4) gives

$$\langle p^{ga,\mathbf T}_j|g\psi\rangle=e^{iS\mathbf k\cdot\mathbf T}P^{ga}_j(g\psi).$$

Equating the two,

$$P^{ga}_j(g\psi)=e^{-iS\mathbf k\cdot\mathbf T}\sum_iD_{ji}\,P^a_i(\psi).\tag{5}$$

In $\rho_{ij}$ both projections belong to the same atom, so the phase multiplies its own complex conjugate and drops out. A product of projections on two different atoms $a$ and $b$ keeps the phase $e^{iS\mathbf k\cdot(\mathbf T_a-\mathbf T_b)}$, where $\mathbf T_a$ and $\mathbf T_b$ are the lattice vectors belonging to the two atoms. It equals one when they coincide, but not in general.

The states $g\psi_{n\mathbf k}$ form a complete set of eigenstates at $S\mathbf k$, since $g^{-1}$ maps them back. A separate diagonalization at $S\mathbf k$ may return other combinations within a degenerate level. These are related by a unitary matrix $U$, and with equal occupations $\sum_nP_i^*P_j$ is unchanged because $UU^\dagger=1$. Therefore

$$\rho^{ga}(S\mathbf k)=D(S)\,\rho^a(\mathbf k)\,D(S)^T.\tag{6}$$

If a fixed number of bands is filled and the cut falls inside a degenerate level, the occupations are unequal and (6) can fail.

## Time reversal

Since $H$ and $O$ are real, $\psi^*_{n\mathbf k}$ is an eigenstate with the same energy and wavevector $-\mathbf k$. The projectors are real, so $P^a_i(\psi^*)=P^a_i(\psi)^*$, and

$$\rho^a(-\mathbf k)=\rho^a(\mathbf k)^*.\tag{7}$$

The full-mesh matrix is therefore real, and symmetric because each $\rho^a(\mathbf k)$ is Hermitian.

## Summing over the stars

The star of $\mathbf k$ is the set of distinct mesh points among all $\pm S\mathbf k$, where points that differ by a reciprocal lattice vector count as one. Let it have $n_{\mathbf k}$ members. The $2N_G$ pairs (operation, sign) form a group acting on the mesh. If one element $h_0$ takes $\mathbf k$ to $\mathbf k'$, then all elements that do so are $h_0$ times those that leave $\mathbf k$ fixed. Their number is the same for every $\mathbf k'$ in the star, so each member is reached $2N_G/n_{\mathbf k}$ times. For any function $F$ on the mesh,

$$\sum_{\mathbf k'\in\text{star}}F(\mathbf k')=\frac{n_{\mathbf k}}{2N_G}\sum_{g\in G}\big[F(S\mathbf k)+F(-S\mathbf k)\big].$$

This includes points on symmetry axes and zone boundaries, whose stars are smaller.

Choose one representative $\mathbf k$ per star, with weight $w_{\mathbf k}=n_{\mathbf k}/N_k$, and define the irreducible sum

$$\tilde\rho^a=\sum_{\mathbf k\,\text{irr}}w_{\mathbf k}\,\rho^a(\mathbf k).$$

Setting $F=\rho^b$, then using (7) for the pair $\pm S\mathbf k$ and (6) with $a=g^{-1}b$,

$$\rho^b=\sum_{\mathbf k\,\text{irr}}\frac{w_{\mathbf k}}{2N_G}\sum_g\big[\rho^b(S\mathbf k)+\rho^b(S\mathbf k)^*\big]
=\frac1{N_G}\sum_g\sum_{\mathbf k\,\text{irr}}w_{\mathbf k}\,\mathrm{Re}\big[D\rho^{g^{-1}b}(\mathbf k)D^T\big].$$

The matrices $D$ are real and can be taken outside the real part. The result is

$$\boxed{\rho^b=\frac1{N_G}\sum_{g\in G}D(S)\,\mathrm{Re}\big[\tilde\rho^{\,g^{-1}b}\big]\,D(S)^T}\tag{8}$$

Here $g^{-1}b$ is the atom that $g$ carries to $b$. Replacing the summation variable $g$ by $g^{-1}$ gives an equivalent form, $\rho^b=N_G^{-1}\sum_gD(S)^T\,\mathrm{Re}[\tilde\rho^{\,gb}]\,D(S)$. The transpose and the direction of the permutation must be changed together.

If the mesh was reduced with $G$ alone, the same counting with $N_G$ elements gives (8) without the real part. If $G$ contains the inversion, $-\mathbf k$ already lies in the star generated by $G$. The two reductions then coincide, and taking the real part is harmless.

Equation (8) reproduces the sum over the chosen full mesh. It does not reduce the error of that mesh relative to a converged Brillouin-zone integral.

## Consequences for the p shell

By (2), the $p$ block in Cartesian order transforms as a rank-two tensor, $S\rho S^T$. Three consequences are used below.

**Site symmetry.** If $g$ maps atom $a$ to itself, up to a lattice vector, averaging (6) over the mesh gives $\rho^a=D\rho^aD^T$. For a twofold axis along $x$, $S=\mathrm{diag}(1,-1,-1)$. This reverses the signs of $\rho_{xy}$ and $\rho_{xz}$, which must therefore vanish, while $\rho_{yz}$ may survive.

**Trace.** Since $\mathrm{Tr}(S\rho S^T)=\mathrm{Tr}\,\rho$ and each $g$ permutes the atoms, the trace of the $p$ block summed over atoms is already correct in $\tilde\rho$. Symmetrization redistributes it among atoms and orbitals.

**Imaginary part.** The matrix $\tilde\rho$ is Hermitian, so its imaginary part is antisymmetric and is equivalent to a vector:

$$\mathrm{Im}\,\tilde\rho_{ij}=\sum_k\epsilon_{ijk}v_k,\qquad \mathbf v=(\mathrm{Im}\,\tilde\rho_{yz},\ \mathrm{Im}\,\tilde\rho_{zx},\ \mathrm{Im}\,\tilde\rho_{xy}).$$

From $\sum_{ab}S_{ia}S_{jb}\epsilon_{abc}=\det(S)\sum_k\epsilon_{ijk}S_{kc}$ it follows that $\mathbf v\to\det(S)\,S\mathbf v$, the law of an axial vector. It has the form of an orbital moment: the $p$-shell matrix of $L_x$ is $(L_x)_{ij}=-i\epsilon_{xij}$, so

$$\sum_{ij}\tilde\rho_{ij}(L_x)_{ij}=-i(\tilde\rho_{yz}-\tilde\rho_{zy})=2\,\mathrm{Im}\,\tilde\rho_{yz}.$$

A twofold axis permits such a vector along itself. Spatial operations alone may therefore leave a spurious moment, which the real part in (8) removes.

## A worked p shell

The model has a hexagonal cell with $a=8$ and $c=9$ bohr, and three equal atoms at fractional positions $(u,0,\tfrac13)$, $(0,u,\tfrac23)$ and $(-u,-u,0)$ with $u=0.22$. Each atom carries a Gaussian potential well and one $s$ and three $p$ Gaussian projectors, which enter a PAW-type nonlocal potential and overlap. The parameters are round numbers and represent no particular material. The plane-wave cutoff is 3 hartree, and the numbers below are not converged in it: at 6.5 hartree the symmetrized $xx$ and $zz$ elements of atom 1 are larger by about 0.05, $yz$ by 0.006 and the summed $p$ trace by 0.44. The cutoff on $|\mathbf k+\mathbf G|$ is invariant under every $S$, so (8) holds at any cutoff. The potential is fixed, not self-consistent, but it has the full crystal symmetry, as the derivation requires.

There are six operations and no inversion. The 64 points of the $\Gamma$-centred $4\times4\times4$ mesh reduce to 13, or to 16 if time reversal is not used. A mesh shifted by half a step along both in-plane directions would not be mapped onto itself by the operations, and the derivation would not apply to it. Each star is represented by its first member in lexicographic order of the integer mesh coordinates. Another choice changes $\tilde\rho$ but not the result of (8). The irreducible sum gives these real parts:

| atom | $xx$ | $yy$ | $zz$ | $xy$ | $xz$ | $yz$ |
|---|---|---|---|---|---|---|
| 1 | 0.93886 | 0.62438 | 0.90534 | −0.00764 | 0.00872 | 0.19176 |
| 2 | 0.68719 | 0.81023 | 0.89509 | −0.13082 | −0.19444 | −0.07383 |
| 3 | 0.67440 | 0.79822 | 0.88552 | 0.14307 | 0.20451 | −0.09333 |

These are weighted products of projections, not electron populations.

Consider atom 1. One operation that carries atom 3 to atom 1 is a screw rotation with

$$S=\begin{pmatrix}-\tfrac12&-\tfrac{\sqrt3}2&0\\ \tfrac{\sqrt3}2&-\tfrac12&0\\0&0&1\end{pmatrix}.$$

Its contribution to $xx$ is

$$\tfrac14\tilde\rho_{xx}+\tfrac34\tilde\rho_{yy}+\tfrac{\sqrt3}2\tilde\rho_{xy}=0.16860+0.59867+0.12390=0.89117,$$

and its contribution to $yz$ is

$$\tfrac{\sqrt3}2\tilde\rho_{xz}-\tfrac12\tilde\rho_{yz}=0.17711+0.04667=0.22378.$$

The inverse screw rotation brings in atom 2 and contributes 0.89276 and 0.20530. The identity contributes atom 1's own values, 0.93886 and 0.19176. The other three operations are twofold rotations. They repeat these values of $xx$ and $yz$ and reverse the signs of the $xy$ and $xz$ terms. The average over six terms is thus an average over three:

$$\rho^1_{xx}=\frac{0.89117+0.89276+0.93886}3=0.90760,\qquad
\rho^1_{yz}=\frac{0.22378+0.20530+0.19176}3=0.20695,$$

with $\rho^1_{xy}=\rho^1_{xz}=0$. All six matrices have $S_{zz}=\pm1$ and do not mix $z$ with $x$ or $y$, so $\rho_{zz}$ is the plain mean over the atoms:

$$\rho_{zz}=\frac{0.90534+0.89509+0.88552}3=0.89532.$$

The direct sum over all 64 points gives the same values. Over all elements, including the $s$–$p$ ones, the symmetrized and full-mesh matrices differ by at most $7\times10^{-16}$, which is rounding error. The $p$ trace summed over atoms is 7.219 before and after.

## What each ingredient contributes

The following errors are the largest absolute deviations of any element from the full-mesh matrix, in this model and for the representatives chosen above. The values 0.048, 0.115 and 0.0035 change when other members represent the stars.

Without symmetrization the error is 0.048. If the rotations are kept but the atom permutation is omitted, it rises to 0.207. This equals the $yz$ element of atom 1, for a simple reason. Under the threefold rotations the pair $(\rho_{xz},\rho_{yz})$ turns like a vector in the plane, and the average of its three orientations is zero. The element is therefore erased. Replacing $D$ by its transpose without reversing the permutation gives an error of 0.115.

If the real part is omitted, the error is 0.0035, located in the imaginary part. It can be found from the vectors $\mathbf v$. For atoms 1, 2 and 3 their in-plane components $(v_x,v_y)$ are $(0.00169,0.03410)$, $(-0.01761,-0.01457)$ and $(0.01633,-0.02412)$. Rotated to atom 1, their $x$ components are

$$0.00169,\qquad \tfrac12(0.01761)-\tfrac{\sqrt3}2(0.01457)=-0.00381,\qquad -\tfrac12(0.01633)+\tfrac{\sqrt3}2(0.02412)=0.01272.$$

Their mean is 0.0035. The residue lies along the twofold axis of atom 1, as the site symmetry permits.

The numerical check also tests (5), (6) and (7) separately at a general k-point.

## Computed values

```
cell a, c = 8.0, 9.0 bohr; helix u = 0.22
cutoff = 3.0 hartree; smearing kT = 0.02 hartree
well depth = 1.5 hartree, width = 1.2 bohr
projector width = 1.0 bohr; electrons/cell = 12
nonlocal strengths s, p = 0.2, -0.3 hartree
overlap strengths s, p = 0.2, -0.2 (dimensionless)
operations: lattice 24, crystal 6
k-points: full 64, irreducible 13, without time reversal 16
Fermi level = -0.060089 hartree
operations: S by rows | tau (fractional) | images of atoms 1 2 3
g1: -0.500 -0.866 0.000 -0.866 0.500 0.000 0.000 0.000 -1.000 | 0.000 0.000 0.333 | [3 2 1]
g2: -0.500 0.866 0.000 -0.866 -0.500 0.000 0.000 0.000 1.000 | 0.000 0.000 0.667 | [3 1 2]
g3: -0.500 -0.866 0.000 0.866 -0.500 0.000 0.000 0.000 1.000 | 0.000 0.000 0.333 | [2 3 1]
g4: -0.500 0.866 0.000 0.866 0.500 0.000 0.000 0.000 -1.000 | 0.000 0.000 0.000 | [2 1 3]
g5: 1.000 0.000 0.000 0.000 -1.000 0.000 0.000 0.000 -1.000 | 0.000 0.000 0.667 | [1 3 2]
g6: 1.000 0.000 0.000 0.000 1.000 0.000 0.000 0.000 1.000 | 0.000 0.000 0.000 | [1 2 3]
p blocks, dimensionless, columns xx yy zz xy xz yz
irreducible sum, Re, atom 1:  0.938860  0.624383  0.905337 -0.007638  0.008724  0.191761
irreducible sum, Re, atom 2:  0.687193  0.810234  0.895095 -0.130816 -0.194435 -0.073833
irreducible sum, Re, atom 3:  0.674403  0.798225  0.885517  0.143074  0.204511 -0.093331
irreducible sum, Im xy xz yz, atom 1: 0.020755 -0.034098 0.001692
irreducible sum, Im xy xz yz, atom 2: -0.006777 0.014571 -0.017608
irreducible sum, Im xy xz yz, atom 3: -0.003699 0.024122 0.016328
terms D Re(rho) D^T of the average for atom 1
g1 from atom 3:  0.891175  0.581452  0.885517  0.017920  0.021429  0.223777
g2 from atom 2:  0.892763  0.604663  0.895095  0.012130  0.033276  0.205302
g3 from atom 3:  0.891175  0.581452  0.885517 -0.017920 -0.021429  0.223777
g4 from atom 2:  0.892763  0.604663  0.895095 -0.012130 -0.033276  0.205302
g5 from atom 1:  0.938860  0.624383  0.905337  0.007638 -0.008724  0.191761
g6 from atom 1:  0.938860  0.624383  0.905337 -0.007638  0.008724  0.191761
symmetrized, atom 1:  0.907600  0.603500  0.895316  0.000000  0.000000  0.206947
symmetrized, atom 2:  0.679525  0.831575  0.895316 -0.131679 -0.179221 -0.103473
symmetrized, atom 3:  0.679525  0.831575  0.895316  0.131679  0.179221 -0.103473
full mesh,   atom 1:  0.907600  0.603500  0.895316  0.000000 -0.000000  0.206947
full mesh,   atom 2:  0.679525  0.831575  0.895316 -0.131679 -0.179221 -0.103473
full mesh,   atom 3:  0.679525  0.831575  0.895316  0.131679  0.179221 -0.103473
s-px element, atom 1: irreducible 0.043573, symmetrized 0.000595, full 0.000595
p trace over atoms: irreducible 7.219247, full 7.219247
Im yz of atom 1 if real part omitted: 0.003534
largest deviations (dimensionless)
D for l=1, closed form vs quadrature: 1.3e-15
projections of g psi: 6.8e-16
rho(Sk) rule: 7.0e-15; rho(-k) rule: 7.0e-15
symmetrized vs full mesh: 6.9e-16
same, no time reversal in reduction: 6.7e-16
no symmetrization: 0.048339
atom permutation omitted: 0.206947
D replaced by its transpose: 0.115166
real part omitted: 0.003534
```
